# Do hydrogen's bound excited states give its full polarizability?

## Question

I am computing the static polarizability of ground-state hydrogen from second-order perturbation theory. I add the contributions of the excited states 2p, 3p, 4p and so on. The series converges well, and its limit is about $3.663\,a^3$, where $a$ is the Bohr radius. Solving the Sternheimer equation for the same atom gives $4.5\,a^3$.

I have included all the bound excited states, and there are infinitely many of them. The first-order wave function is localized around the nucleus, so I see no reason for ionized states to enter. Which of the two numbers is wrong, and why?

## Answer

Your bound sum is correct, but it is not the polarizability. The bound states of hydrogen are not a complete set: the states of positive energy are needed too, and they supply the missing $0.837\,a^3$. The Sternheimer equation includes them although no excited state is ever computed.

### What each method calculates

Take a fixed nucleus, a nonrelativistic electron of charge $-e$ without spin, and a static field $F$ along $z$. In Gaussian units

$$H_0=-\frac{\hbar^2}{2m}\nabla^2-\frac{e^2}{r},\qquad V=eFz,\qquad a=\frac{\hbar^2}{me^2}.$$

The ground state is $\psi_0=e^{-r/a}/\sqrt{\pi a^3}$, with energy $E_1=-e^2/2a$. Its first-order energy shift $\langle\psi_0|V|\psi_0\rangle$ vanishes by parity, so the first-order (Sternheimer) equation is

$$(H_0-E_1)\psi_1=-eFz\,\psi_0. \tag{1}$$

The induced dipole, to first order in $F$, is $-2e\langle\psi_0|z|\psi_1\rangle=\alpha F$.

To get the sum over states, project (1) on an excited state $n$ with excitation energy $\omega_n=E_n-E_1$. This gives $\omega_n\langle n|\psi_1\rangle=-eFz_n$, where $z_n=\langle n|z|\psi_0\rangle$. Rebuilding $\psi_1$ from its projections requires a complete set, and for hydrogen that set includes the continuum:

$$\alpha=2e^2\left[\sum_n\frac{|z_n|^2}{\omega_n}+\int_0^\infty dE\,\frac{|z_E|^2}{E-E_1}\right]. \tag{2}$$

You evaluated the first term. Every contribution in (2) is positive, so nothing can cancel the omission.

### The Sternheimer solution

Write $\psi_1=G\psi_0$. Since $H_0\psi_0=E_1\psi_0$, only the terms in which derivatives act on $G$ survive:

$$(H_0-E_1)(G\psi_0)=-\frac{\hbar^2}{2m}\left(\psi_0\nabla^2G+2\nabla G\cdot\nabla\psi_0\right).$$

Here $\nabla\psi_0=-(\hat{\mathbf r}/a)\psi_0$ and $m/\hbar^2=1/(ae^2)$, so (1) becomes

$$\nabla^2G-\frac2a\frac{\partial G}{\partial r}=\frac{2F}{ea}\,z.$$

Put $G=z\,g(r)$. Then $\nabla^2(zg)=z(g''+4g'/r)$ and $\partial(zg)/\partial r=z(g'+g/r)$. With the trial form $g=c_0+c_1r$,

$$\frac{4c_1}{r}-\frac{2c_1}{a}-\frac{2c_0}{ar}-\frac{2c_1}{a}=\frac{2F}{ea}.$$

The constant terms give $c_1=-F/2e$, and the $1/r$ terms give $c_0=2ac_1=-Fa/e$. Hence

$$\psi_1=-\frac Fe\left(a+\frac r2\right)z\,\psi_0,\qquad \alpha=2\left\langle z^2\left(a+\frac r2\right)\right\rangle .$$

By spherical symmetry $z^2$ may be replaced by $r^2/3$. The radial averages are $\langle r^q\rangle=(q+2)!\,a^q/2^{q+1}$, so $\langle r^2\rangle=3a^2$ and $\langle r^3\rangle=\tfrac{15}{2}a^3$. Therefore

$$\alpha=\frac23\left(3+\frac{15}{4}\right)a^3=\frac92a^3 .$$

### Bound and continuum strengths from one calculation

To show that the continuum fills the gap, we need its matrix elements. From here on lengths are in $a$ and energies in $e^2/a$.

The function $z\psi_0$ has the angular form of a p state with $m=0$, so no other states contribute. Write each state as $u(r)/r$ times a spherical harmonic, with $u_{1s}=2re^{-r}$. The angular integral is $1/\sqrt3$, so $z^2=d^2/3$ with $d=\int r\,u_{1s}u_p\,dr$.

**Start with s waves.** Let $E=-\kappa^2/2$, and let $u$ be the s wave with $u(0)=0$, $u'(0)=1$. It obeys $ru''+2u-\kappa^2ru=0$. For $U(s)=\int_0^\infty e^{-sr}u\,dr$, the transform of $u''$ is $s^2U-1$, and a factor $r$ becomes $-d/ds$. Thus

$$(s^2-\kappa^2)U'=(2-2s)U. \tag{3}$$

Partial fractions give

$$\frac{U'}{U}=\frac{1/\kappa-1}{s-\kappa}-\frac{1/\kappa+1}{s+\kappa},\qquad U=(s-\kappa)^{1/\kappa-1}(s+\kappa)^{-1/\kappa-1}.$$

The prefactor is 1 because $s^2U\to u'(0)=1$ at large $s$. For a bound state there must be no singularity at $s=\kappa>0$, which would mean growth as $e^{\kappa r}$. The exponent $1/\kappa-1$ must therefore be a non-negative integer, so $\kappa=1/n$ with $n=1,2,\dots$ For the continuum, $\kappa=ik$ and $E=k^2/2$.

**Normalize them.** On the imaginary axis the bound $U$ has $|U(iq)|=1/(q^2+\kappa^2)$, and Parseval's theorem gives

$$\int_0^\infty u^2dr=\frac1{2\pi}\int_{-\infty}^{\infty}\frac{dq}{(q^2+\kappa^2)^2}=\frac{1}{4\kappa^3}=\frac{n^3}{4}.$$

The normalized s wave is $\sqrt S\,u$ with $S=4/n^3$.

In the continuum, the behaviour at large $r$ comes from the singularities at $s=\pm ik$. Near $s=ik$,

$$U\simeq(2ik)^{-1+i/k}(s-ik)^{-1-i/k},$$

and $(s-ik)^{-\nu}$ is the transform of $r^{\nu-1}e^{ikr}/\Gamma(\nu)$. Since $|i^{\,i/k}|=e^{-\pi/2k}$, this term has modulus $e^{-\pi/2k}/(2k|\Gamma(1+i/k)|)$. Adding its complex conjugate from $s=-ik$ gives a sine wave with twice this amplitude. Call that amplitude $B$. With $|\Gamma(1+i/k)|^2=(\pi/k)/\sinh(\pi/k)$,

$$B^2=\frac{e^{-\pi/k}\sinh(\pi/k)}{\pi k}=\frac{1-e^{-2\pi/k}}{2\pi k}.$$

Normalization per unit energy requires a squared amplitude $2/(\pi k)$, because $\int_0^\infty\sin kr\,\sin k'r\,dr=\tfrac\pi2\delta(k-k')$ and $\delta(k-k')=k\,\delta(E-E')$. The slowly varying logarithmic phase of a Coulomb wave does not change the coefficient of the delta function. Thus $S=2/(\pi kB^2)=4/(1-e^{-2\pi/k})$.

**Turn s waves into p waves.** Define

$$A=\frac1{\sqrt2}\left(\frac d{dr}+W\right),\qquad W=1-\frac1r .$$

Multiplying out, with $W'=1/r^2$ and $W^2=1-2/r+1/r^2$,

$$A^\dagger A=\frac12\left(-\frac{d^2}{dr^2}+W^2-W'\right)=-\frac12\frac{d^2}{dr^2}-\frac1r+\frac12,$$

$$AA^\dagger=\frac12\left(-\frac{d^2}{dr^2}+W^2+W'\right)=-\frac12\frac{d^2}{dr^2}+\frac1{r^2}-\frac1r+\frac12 .$$

These are the s-wave and p-wave radial Hamiltonians minus $E_1=-\tfrac12$. Since $(AA^\dagger)A=A(A^\dagger A)$, $A$ turns an s wave into a p wave of the same energy. It multiplies the squared norm by $\omega=E-E_1=(1-\kappa^2)/2$. The normalized p wave is therefore $u_p=\sqrt S\,Au/\sqrt\omega$.

**Do the dipole integral.** With $\sqrt{2\omega}=\sqrt{1-\kappa^2}$,

$$d=\sqrt{\frac{S}{1-\kappa^2}}\int_0^\infty2r^2e^{-r}\left(u'-\frac ur+u\right)dr .$$

Integration by parts replaces $2r^2e^{-r}u'$ by $(-4r+2r^2)e^{-r}u$. The integral becomes

$$\int_0^\infty(4r^2-6r)e^{-r}u\,dr=4U''(1)+6U'(1).$$

Equation (3) gives $U'(1)=0$. Differentiating (3) and setting $s=1$ gives $U''(1)=-2U(1)/(1-\kappa^2)$. Also $U(1)=(1-\kappa^2)^{-1}[(1-\kappa)/(1+\kappa)]^{1/\kappa}$. Hence

$$z^2=\frac{d^2}3=\frac{64}{3}\,\frac{S}{(1-\kappa^2)^5}\left(\frac{1-\kappa}{1+\kappa}\right)^{2/\kappa}.$$

For $\kappa=1/n$ this is

$$z_n^2=\frac{256}{3}\,\frac{n^7}{(n^2-1)^5}\left(\frac{n-1}{n+1}\right)^{2n}. \tag{4}$$

For $\kappa=ik$, use $(1-ik)/(1+ik)=e^{-2i\arctan k}$ and $2/\kappa=-2i/k$:

$$\frac{dz^2}{dE}=\frac{256}{3}\,\frac{e^{-(4/k)\arctan k}}{(1+k^2)^5\,(1-e^{-2\pi/k})}. \tag{5}$$

### The numbers

For 2p, equation (4) gives $z_2^2=0.554929$, and $\omega_2=0.375$. Its contribution is $2\times0.554929/0.375=2.9596$, about 66% of the total. The next terms are 0.4005 (3p), 0.1319 (4p) and 0.0605 (5p). The sum reaches 3.6344 at $n=10$, 3.6629 at $n=100$, and 3.6633 in the limit.

The good convergence is real. At large $n$ the last factor in (4) tends to $e^{-4}$ and $\omega_n\to\tfrac12$, so

$$\alpha_n\to\frac{1024}{3}\frac{e^{-4}}{n^3},\qquad \sum_{n>N}\alpha_n\simeq\frac{512\,e^{-4}}{3N^2}=\frac{3.126}{N^2}.$$

Beyond $n=100$ only 0.00031 is left. A small tail shows that the bound series is nearly summed; it says nothing about states outside the series.

The continuum part, with $dE=k\,dk$ and $\omega=(1+k^2)/2$, is

$$\alpha_c=2\int_0^\infty\frac{dz^2}{dE}\,\frac{2k\,dk}{1+k^2}=0.8367 .$$

| Part | $a^3$ | Å$^3$ |
|---|---:|---:|
| all bound states | 3.6633 | 0.5428 |
| continuum | 0.8367 | 0.1240 |
| total | 4.5000 | 0.6668 |

These values are for a fixed nucleus. For a real hydrogen atom, replacing $m$ by the reduced mass multiplies every entry by $(1+m/M_p)^3$, where $M_p$ is the proton mass. The total becomes $4.5074\,a^3=0.6679$ Å$^3$, and the shares are unchanged.

Half of the continuum part comes from energies less than $0.101\,e^2/a$ (about 2.8 eV) above the ionization threshold. Nothing special happens to the response at the threshold itself. Near it the bound levels are spaced by $1/n^3$, so their contribution per unit energy is $n^3\alpha_n\to\tfrac{1024}{3}e^{-4}$. The continuum value as $k\to0$ is $2(dz^2/dE)/\omega=4\cdot\tfrac{256}{3}e^{-4}$, which is the same. Stopping at the ionization threshold, where the bound levels accumulate, cuts a continuous distribution of strength.

### Why a localized function still needs the continuum

Your $\psi_1$ is indeed localized: it falls off as $e^{-r/a}$ times a polynomial. But a single continuum state being extended does not prevent a superposition of them from being localized. A wave packet of free waves is the familiar case. Being square-integrable does not place a function in the space spanned by the bound states.

The sums $M_p=\sum z^2\omega^p$, taken over bound states and continuum together, measure this. Completeness fixes their values:

- $M_1=\langle z\psi_0|(H_0-E_1)|z\psi_0\rangle=-\int z\psi_0\,\partial_z\psi_0\,d^3r=\tfrac12$, after integration by parts.
- $M_0=\langle z^2\rangle=1$.
- $M_{-1}=\alpha/2=\tfrac94$.
- $M_{-2}=\langle\psi_1|\psi_1\rangle/F^2=\tfrac13\langle r^2+r^3+\tfrac14r^4\rangle=\tfrac13\left(3+\tfrac{15}2+\tfrac{45}8\right)=\tfrac{43}8$.

| $p$ | bound | continuum | continuum share |
|---:|---:|---:|---:|
| 1 | 0.2825 | 0.2175 | 43.5% |
| 0 | 0.7166 | 0.2834 | 28.3% |
| −1 | 1.8316 | 0.4184 | 18.6% |
| −2 | 4.7131 | 0.6619 | 12.3% |

The last row says that 12.3% of the squared norm of your localized $\psi_1$ lies in the continuum. The share grows with $p$ for a simple reason: all bound states have $\omega<\tfrac12$ and all continuum states have $\omega>\tfrac12$, so each extra factor $\omega$ favours the continuum.

The bound-only function also fails equation (1) itself. Applying $H_0-E_1$ to it returns only the bound part of $-eFz\psi_0$. The residual is the continuum part of $eFz\psi_0$, whose norm relative to the full source is $\sqrt{0.2834}=0.532$. The Sternheimer equation avoids this because its right-hand side is the whole function $z\psi_0$, never split into eigenstates.

### On a computer, and in other systems

Put the p-wave problem on a radial grid inside a sphere of radius $150\,a$ with spacing $0.06\,a$. The Hamiltonian is now a finite matrix with 2499 eigenvectors, and these are complete for the grid. With a three-point second derivative, and with the exact $u_{1s}$ and $E_1$ in the source and the denominators, solving the Sternheimer equation directly gives $4.5006\,a^3$, and the sum over all eigenvectors gives the same. The nine eigenvectors of negative energy give 3.66, and the others give 0.84. The sphere makes the levels near zero energy discrete, so the split can be off by up to about one level's worth of strength: the gap across zero energy, $0.0034$, times the threshold density $\tfrac{1024}{3}e^{-4}=6.25$, or about 0.02. Here both parts lie within 0.01 of the exact values.

So "sum over all states" reproduces the Sternheimer result on the same grid when it means all eigenvectors of the matrix, including those of positive energy; both still carry the error of the grid. Here it is $0.0006\,a^3$, and it falls as the square of the spacing ($0.00014\,a^3$ at $0.03\,a$). If the ground state is also taken from the grid, the error at spacing $0.06\,a$ is larger, $0.012\,a^3$. In density functional perturbation theory the source also contains the self-consistent change of the potential, but for a given source the completeness argument is the same.

The size of the gap depends on the system. If the spectrum is entirely discrete, as for an atom in a hard-walled sphere, the discrete states are complete and nothing is missing. If a potential holds a single bound state, the sum over bound excited states is empty, and the whole polarizability comes from the continuum.

The numerical check accompanying this answer compares (4) and (5) with quadrature over explicit bound and Coulomb wave functions.

## Table of computed values

```
Bohr radius a = 0.529177 angstrom
Hartree energy e^2/a = 27.21139 eV
exact alpha = 4.5000 a^3
exact alpha = 0.6668 angstrom^3
2p: z2 formula = 0.554929 a^2
2p: z2 quadrature = 0.554929 a^2
2p: excitation energy = 0.3750 e^2/a
contribution of 2p to alpha = 2.95962 a^3
contribution of 3p to alpha = 0.40045 a^3
contribution of 4p to alpha = 0.13194 a^3
contribution of 5p to alpha = 0.06050 a^3
bound sum up to n=3: 3.36007 a^3
bound sum up to n=5: 3.55251 a^3
bound sum up to n=10: 3.63436 a^3
bound sum up to n=100: 3.66295 a^3
bound sum, all n = 3.66326 a^3
bound sum, all n = 0.5428 angstrom^3
missing bound tail beyond n=100 = 0.000310 a^3
tail coefficient (tail = c/N^2): c = 3.1259 a^3
k=1: dz2/dE formula = 0.115453 a^3/e^2
k=1: dz2/dE quadrature = 0.115453 a^3/e^2
continuum part of alpha = 0.83674 a^3
continuum part = 0.1240 angstrom^3
bound + continuum = 4.500000 a^3
2p share of alpha = 65.77 percent
bound share of alpha = 81.41 percent
half of continuum part lies below E = 0.1012 e^2/a
half of continuum part lies below E = 2.755 eV
sums of z2*omega^p in atomic units: bound, continuum, exact, share
p=+1: 0.28250, 0.21750, 0.50000, continuum 43.50 percent
p=+0: 0.71659, 0.28341, 1.00000, continuum 28.34 percent
p=-1: 1.83163, 0.41837, 2.25000, continuum 18.59 percent
p=-2: 4.71305, 0.66195, 5.37500, continuum 12.32 percent
residual norm / source norm, bound only = 0.5324
grid: sphere radius = 150 a, spacing = 0.06 a
grid: number of p states = 2499, negative = 9
grid: direct Sternheimer alpha = 4.50056 a^3
grid: sum over all states = 4.50056 a^3
grid: negative-energy part = 3.657 a^3
grid: positive-energy part = 0.844 a^3
grid: level gap across E=0 = 0.00340 e^2/a
grid: allowed uncertainty of split = 0.024 a^3
```
